The Kohn-Luttinger anisotropic envelope for a silicon donor valley

When a calculation of donor-dot tunnelling, donor exchange or contact hyperfine coupling in silicon starts from an analytic envelope, one must decide which radii, binding energy and dielectric constant to put into it. Radii near 2.5 and 1.4 nm and a binding energy near 31 meV can each be obtained with a suitable dielectric constant, but they do not belong to one minimum of the model with the valley masses used here. The derivation below gives the radii and the energy together, and shows which combinations are consistent.

Take one conduction-band valley of silicon, with its minimum at wavevector k₀ on the z axis. Near the minimum the band energy, measured from the minimum, is

ε_c(k₀ + κ) = (ħ²/2)[(κₓ² + κ_y²)/m_t + κ_z²/m_l],

where m_t and m_l are the transverse and longitudinal masses. A singly charged donor at the origin adds the potential energy of an electron in a screened Coulomb field,

U(r) = −e²/(4πε₀εr),

with ε the static relative dielectric constant and e > 0.

Expand the donor state in Bloch functions of this band, ψ = Σ_κ C(κ)φ_{k₀+κ}, with φ_k = exp(ik·r)u_k(r)/√Ω, crystal volume Ω, and |u_k|² averaging to one over a cell. Projecting the Schrödinger equation on φ_{k₀+κ} gives

[ε_c(k₀ + κ) − E]C(κ) + Σ_κ′ ⟨φ_{k₀+κ}|U|φ_{k₀+κ′}⟩C(κ′) = 0.

The product u*_{k₀+κ}u_{k₀+κ′} is periodic in the lattice. Its cell average is close to one when κ and κ′ are small. Its other Fourier components involve U at wavevectors shifted by a reciprocal lattice vector, where the Coulomb transform, proportional to 1/q², is much smaller. Dropping those components leaves the matrix element (1/Ω)∫exp[−i(κ−κ′)·r]U(r)d³r. Define the envelope F(r) = Σ_κ C(κ)exp(iκ·r)/√Ω and extend κ over all space. Multiplication by κ then becomes −i∇, and the equation in position space is HF = EF, with

H = −(ħ²/2)[(∂ₓ² + ∂_y²)/m_t + ∂_z²/m_l] − e²/(4πε₀εr).

To the same order, ψ(r) ≈ F(r)exp(ik₀·r)u_{k₀}(r). This is a single-valley model: it omits coupling to the other five valleys and the short-range difference between the donor ion and a statically screened point charge. The binding energy is −E.

If the two masses were equal, the ground state would be a hydrogenic exponential. With m_l > m_t, motion along z costs less kinetic energy for a given wavevector, so the envelope can contract along z and gain attraction. A trial function that allows this is

F = (πa²b)^(−1/2) exp{−[(x² + y²)/a² + z²/b²]^(1/2)}.

By the variational principle its mean energy is never below the ground level of H. The binding energy obtained from it is therefore a lower bound to the binding energy of this model.

Introduce stretched coordinates X = x/a, Y = y/a, Z = z/b, and R = (X² + Y² + Z²)^(1/2). The volume element is d³r = a²b d³R, so the integral of the unnormalized density is

a²b · 4π∫₀^∞ R² exp(−2R)dR = a²b · 4π · (1/4) = πa²b,

which confirms the prefactor. In stretched space the normalized density is exp(−2R)/π, and it is spherical.

For the kinetic energy, integrate by parts, which turns −∫F∂ₓ²F d³r into ∫(∂ₓF)²d³r. The surface term at infinity vanishes. So does the one around the cusp at the origin, because the gradient stays bounded there while the surface shrinks to zero. Since ∂ₓF = −(X/R)F/a,

⟨κₓ²⟩ = (1/a²)⟨X²/R²⟩ = 1/(3a²).

The average is 1/3 because X²/R², Y²/R² and Z²/R² have equal averages in a spherical density and add to one. The y direction gives the same result, and the z direction gives ⟨κ_z²⟩ = 1/(3b²). With the shape ratio s = b/a and the mass ratio γ = m_t/m_l,

⟨T⟩ = (ħ²/2)[2/(3m_t a²) + 1/(3m_l b²)] = ħ²t/(2m_t a²),

t(s) = (2 + γ/s²)/3.

For the potential energy, let u = Z/R be the cosine of the polar angle in stretched space. The physical distance is

r = (a²X² + a²Y² + b²Z²)^(1/2) = R[a² − (a² − b²)u²]^(1/2).

The radial and angular integrals now separate:

⟨1/r⟩ = (1/π) · 2π∫₀^∞ R exp(−2R)dR ∫₋₁¹ du/[a² − (a² − b²)u²]^(1/2).

The radial integral is 1/4, and the angular integrand is even, so its integral is twice that from 0 to 1. The numerical factors multiply to 2 · (1/4) · 2 = 1. Taking a out of the root and substituting w = (1 − s²)^(1/2)u gives an inverse sine. For 0 < s < 1, arcsin[(1 − s²)^(1/2)] = arccos(s), so

⟨1/r⟩ = g(s)/a, g(s) = arccos(s)/(1 − s²)^(1/2).

For s > 1 the same integral gives g = arccosh(s)/(s² − 1)^(1/2), and g(1) = 1. Flattening the envelope at fixed a lowers s and raises g, which strengthens the attraction, but it also raises t through the term γ/s². The optimum shape balances these two effects.

Natural units are the effective Bohr radius and rydberg built from the transverse mass,

a* = 4πε₀εħ²/(m_t e²), Ry* = ħ²/(2m_t a*²).

The definition of a* gives e²/(4πε₀ε) = ħ²/(m_t a*) = 2Ry*a*. With A = a/a* the mean energy is therefore

E/Ry* = t/A² − 2g/A.

At fixed shape, the derivative with respect to A is −2t/A³ + 2g/A². It vanishes at A = t/g, where the second derivative, 6t/A⁴ − 4g/A³ = 2t/A⁴, is positive. Substitution gives

E/Ry* = g²/t − 2g²/t = −g²/t.

The first term is the kinetic energy and the second the potential energy, so ⟨V⟩ = −2⟨T⟩ and −E = ⟨T⟩ at the best size.

The best shape maximizes g²/t. Setting the derivative of its logarithm to zero gives 2g′/g = t′/t. Differentiating the two factors of g,

g′ = −1/(1 − s²) + s arccos(s)/(1 − s²)^(3/2) = (sg − 1)/(1 − s²).

From t′ = −2γ/(3s³),

t′/t = −2γ/[s³(2 + γ/s²)] = −2γ/[s(2s² + γ)].

Inserting both and dividing by −2,

L(s) = γ/[s(2s² + γ)], L(s) = (1 − sg)/[g(1 − s²)].

Multiplying out gives 2s³L + γsL = γ, or

γ = 2s³L/(1 − sL).

This form gives the mass ratio for which a chosen shape is optimal. On a grid of shapes from s = 0.01 to s = 5 the right side rises steadily, which indicates one stationary shape for each mass ratio in that range. The energy is negative there and tends to zero for a very flat envelope, where t diverges, and for a very elongated one, where g vanishes. The stationary shape is therefore the minimum.

Two limits check the result. Near s = 1, write s = 1 − δ. The angular integral gives g ≈ 1 + δ/3, so 1 − sg ≈ 2δ/3 and 1 − s² ≈ 2δ, hence L → 1/3. The shape equation at s = 1 then reads γ/(2 + γ) = 1/3, so γ = 1: equal masses give a spherical envelope with E = −Ry*, as for hydrogen.

In the opposite limit, γ → 0, the envelope becomes flat. Then g → π/2 and L → 2/π, and the shape equation reduces to γ ≈ 4s³/π, or

s ≈ (πγ/4)^(1/3).

Since γ/s² then vanishes as γ^(1/3), t → 2/3 and the trial energy tends to −(π²/4)(3/2)Ry* = −3.70Ry*. The ground level of H itself tends to −4Ry*. With no kinetic cost along z the electron can be confined to the plane z = 0, where in units of a* and Ry* the function exp(−2ρ) solves the two-dimensional problem −∇² − 2/ρ with energy −4; being nodeless, it is the ground state of that problem. The level cannot go lower, because 1/r ≤ 1/ρ and the kinetic energy along z is never negative. The trial form therefore misses about 7% of the binding energy at extreme anisotropy, and its accuracy for silicon has to be checked separately.

Now take rounded silicon masses, m_t = 0.19 and m_l = 0.92 electron masses, and treat ε as an adjustable input in the range of about 11 to 12 appropriate to silicon, set first to ε = 11.4. The mass ratio is γ = 0.19/0.92 = 0.20652. With m_e the free-electron mass, ħ²/(2m_e) = 38.0998 meV nm² and e²/(4πε₀) = 1439.965 meV nm, so

a* = 2 × 38.0998 × 11.4/(0.19 × 1439.965) = 3.175 nm,

Ry* = 38.0998/(0.19 × 3.1751²) = 19.89 meV.

The shape equation has the root s = 0.5733. There g = 1.1720, and the two sides agree:

(1 − 0.5733 × 1.1720)/[1.1720 × (1 − 0.5733²)] = 0.417,

0.20652/[0.5733 × (2 × 0.5733² + 0.20652)] = 0.417.

The kinetic factor is t = (2 + 0.20652/0.5733²)/3 = 0.8761. The radii and the energy follow:

a = 3.175 × 0.8761/1.1720 = 2.37 nm,

b = 0.5733 × 2.3735 = 1.36 nm,

−E = 19.89 × 1.1720²/0.8761 = 31.2 meV.

The kinetic energy is 31.2 meV and the potential energy −62.4 meV, as the virial relation requires. A direct minimization over both radii, with the energy integrated numerically in physical space, gives the same radii and binding energy.

The benefit of the second radius is seen by forcing s = 1. Then g = 1 and t = (2 + γ)/3, so E/Ry* = −3/(2 + γ). The best spherical envelope has radius 2.34 nm and binds by 27.0 meV. Letting the envelope flatten adds 4.1 meV, about 13% of the anisotropic result.

The remaining variational error can be estimated by diagonalizing the same H in a larger basis. This gives a binding energy of 31.21 meV, which is 0.03 meV, or about 0.1%, more than the trial function gives. Enlarging the basis from its smaller to its larger size changed the level by 0.0004Ry*, or less than 0.01 meV. The diagonalized level is itself an upper bound on the energy, and this last step was about a quarter of the deficit, so 0.03 meV is a lower bound on the deficit and not a converged value. This basis converges slowly because it describes the anisotropic cusp at the origin poorly. The converged level lies near −1.5700Ry*, a binding energy of 31.23 meV, so at silicon's mass ratio the two-radius function misses about 0.04 meV, or 0.14%, of the binding energy of this Hamiltonian.

The consistency of the three rounded numbers can now be settled. At the minimum −E = ⟨T⟩, so

|E|a² = ħ²t/(2m_t).

The right side contains no dielectric constant, because the optimum s, and with it t, depends only on γ. For the masses used here it equals 38.0998 × 0.8761/0.19 = 175.7 meV nm². A binding energy of 31 meV therefore requires a = (175.7/31)^(1/2) = 2.38 nm, while a = 2.5 nm requires a binding energy of 175.7/2.5² = 28.1 meV. The latter pair belongs to ε = 12.0, with b = 1.43 nm. At ε = 11.9 the radii are 2.48 and 1.42 nm and the binding energy is 28.6 meV. Changing ε moves the radii in proportion to ε and the energy in proportion to 1/ε², so it cannot produce 2.5 nm and 31 meV together.

The choice matters for hyperfine work because the density of the trial envelope at the nucleus is

|F(0)|² = 1/(πa²b),

which is 0.0415 nm⁻³ at ε = 11.4 and scales as 1/ε³. Going to ε = 11.9 multiplies it by (11.4/11.9)³ = 0.88. A contact coupling also needs the Bloch density at the nucleus and the combination of valleys in the donor state. It is sensitive to the short-range potential as well, so this envelope density alone does not predict a measured coupling.

The slow variation assumed at the start can be checked against the result. The rms longitudinal wavevector of the envelope is 1/(√3 b) = 0.424 nm⁻¹. With the lattice constant set to 0.543 nm as an input (silicon's is about 0.54 nm) and the valley at 0.85 of 2π divided by that length, k₀ = 9.84 nm⁻¹, so the ratio is 0.043. A stricter comparison is with the distance from the valley to the zone boundary, (0.15/0.85) × 9.84 = 1.74 nm⁻¹, which is about four times the rms wavevector. The parabolic band is thus reasonable for the bulk of the envelope, but less secure for its larger wavevector components. These include the components that form the cusp at the donor, where the point-charge potential is also least reliable. They carry little probability but a larger share of the kinetic energy: |κ_z| above 1.74 nm⁻¹ contributes about a tenth of ⟨κ_z²⟩. The curvature of the real band away from a parabola, with a nonparabolicity parameter of about 0.5 eV⁻¹, changes the level by an amount of order 1 meV, far more than the variational error. The omitted short-range and intervalley terms matter for real donors: the measured ground-state binding energy of phosphorus in silicon is roughly 45 meV, well above the single-valley value.

The tail needs separate care in tunnelling and exchange calculations. Far from the donor the Coulomb term is small compared with |E|. Apart from powers of the distance, a bound solution of H then decays as

exp{−[2|E|(m_t(x² + y²) + m_l z²)]^(1/2)/ħ}.

Inserting this exponential into the kinetic operator and keeping the leading term at large distance returns the energy E, which confirms the exponent. With the trial energy, |E| = ħ²t/(2m_t a²), used as an estimate of the level, the transverse decay length is a/√t = 2.54 nm, compared with a = 2.37 nm in the trial function. The longitudinal decay length is smaller by the factor √γ, which gives 1.15 nm, compared with b = 1.36 nm. At asymptotically large distance the energy-optimized envelope therefore falls off too fast across the valley axis and too slowly along it. At distances of a few radii the omitted powers of the distance reduce the mismatch in decay rates along these two directions without reversing its sign; its size there is not computed here. The small energy error of the trial function does not carry over to quantities governed by the tail, and for these H should be solved with a more flexible function. The numerical check that follows covers the averages, the minimization, the best spherical envelope and the diagonalized level, but not the tail.

Numbers as computed

```
transverse mass m_t = 0.19 electron masses
longitudinal mass m_l = 0.92 electron masses
mass ratio gamma = 0.20652
dielectric constant, main case = 11.4
hbar^2/(2 m_e) = 38.0998 meV nm^2
e^2/(4 pi eps0) = 1439.965 meV nm
effective Bohr radius a* = 3.1751 nm
effective rydberg Ry* = 19.8914 meV
optimum shape s = b/a = 0.57330
g(s) = 1.17200
t(s) = 0.87612
slope factor L(s) = 0.41700
a/a* = 0.74754
E/Ry* = -1.56779
transverse radius a = 2.3735 nm
longitudinal radius b = 1.3607 nm
kinetic energy = 31.186 meV
potential energy = -62.371 meV
variational binding energy = 31.186 meV
direct minimization: a = 2.3735 nm
direct minimization: b = 1.3607 nm
direct minimization: binding = 31.186 meV
envelope density at nucleus = 0.04152 nm^-3
best spherical radius = 2.3353 nm
best spherical binding = 27.044 meV
gain from anisotropy = 4.141 meV
diagonalized level, smaller basis = -1.56885 Ry*
diagonalized level, larger basis = -1.56922 Ry*
diagonalized binding energy = 31.214 meV
remaining variational error = 0.028 meV
dielectric constant, second case = 11.9
second case: a = 2.4776 nm
second case: b = 1.4204 nm
second case: binding energy = 28.620 meV
binding energy times a^2 = 175.684 meV nm^2
dielectric constant giving a = 2.5 nm: 12.008
b when a = 2.5 nm: 1.4332 nm
binding energy when a = 2.5 nm: 28.109 meV
a when binding energy = 31 meV: 2.3806 nm
small-gamma test value = 1.0e-09
shape / small-gamma limit = 1.00009
lattice constant used = 0.543 nm
valley position = 0.85 of 2 pi/lattice constant
valley wavevector k0 = 9.836 nm^-1
rms longitudinal envelope wavevector = 0.4243 nm^-1
rms wavevector / k0 = 0.0431
```
